# What charge does a displaced plane in an open-circuit slab reveal?

**Q:** I want the Born charge of a cation in an insulator. I build a slab with vacuum on both sides, move one cation sheet deep inside by a small $u$ along the normal, let the electrons relax with all other nuclei clamped, and divide the change of dipole by $u$. The Born charge is dipole per displacement, so I should be finished.

**A:** Dipole per displacement with what held fixed? Take $z$ along the normal, and let symmetry decouple it from the in-plane directions. Let $S$ be the surface cell area, $d$ the spacing of the planes, and let each plane hold one cation per surface cell, so that the bulk volume per cation is $Sd$. In atomic units the Born charge is

$$Z^*=Sd\left.\frac{\partial P}{\partial u}\right|_{E=0},$$

where every cation in the crystal moves by $u$, and $E$ is the macroscopic field. What does your slab hold at zero?

**Q:** I apply no field, so $E=0$.

**A:** You apply no field from outside. The slab is neutral and the vacuum field is zero on both sides. The normal component of $D=E+4\pi P$ is continuous, and equals the vacuum field outside. Your slab therefore has $D=0$. Inside it, $E=-4\pi P$, which vanishes only where $P$ does.

Try it first with all cations moved together, starting from a nonpolar slab. To first order the interior polarization has a part from the displacement at zero field and a part from the electrons' response to the field:

$$P=\frac{Z^*u}{Sd}+\chi E .$$

Insert $E=-4\pi P$ and collect $P$ on the left:

$$P(1+4\pi\chi)=\frac{Z^*u}{Sd}
\quad\Rightarrow\quad
Sd\,P=\frac{Z^*}{\varepsilon}\,u,\qquad \varepsilon=1+4\pi\chi .$$

Here $\varepsilon$ is the electronic dielectric constant along $z$, since the nuclei are clamped. The dipole per cation and per displacement is $Z^L=Z^*/\varepsilon$, the Callen charge.

**Q:** That is a different experiment. When every cation moves, the whole slab is polarized and a depolarizing field fills it. I move one sheet. A few planes away nothing has happened, so $P=0$ and $E=0$ there. Surely one sheet escapes the screening.

**A:** The field does vanish away from the sheet, but the conclusion does not follow. A route through the force shows this without any picture of the microscopic fields near the sheet.

Put the slab in a weak outer field $D$. Let $p$ be its dipole per surface cell, and let $W(u,D)$ be the ground-state energy per surface cell including the coupling $-Dp$. The electrons minimize this energy, so its first derivatives come from the explicit dependence on $u$ and $D$ alone:

$$p=-\frac{\partial W}{\partial D},\qquad F=-\frac{\partial W}{\partial u},$$

with $F$ the force on one cation of the chosen sheet. The mixed second derivative does not depend on the order of differentiation, hence

$$\left.\frac{\partial p}{\partial u}\right|_{D}=-\frac{\partial^2W}{\partial u\,\partial D}=\left.\frac{\partial F}{\partial D}\right|_{u}.$$

Your measurement is the left side at $D=0$. The right side asks for the force on a cation of the undisplaced slab when an outer field is switched on.

**Q:** And the force is the Born charge times the field?

**A:** Times the macroscopic field at the cation, and this also follows from a mixed derivative. For the bulk, let $G(u,E)$ be the energy per cell at fixed macroscopic field, with $Sd\,P=-\partial G/\partial E$ and force $-\partial G/\partial u$. Then

$$\left.\frac{\partial F}{\partial E}\right|_{u=0}=-\frac{\partial^2G}{\partial E\,\partial u}=Sd\left.\frac{\partial P}{\partial u}\right|_{E=0}=Z^* .$$

Here $u$ moves all cations, but there is one per cell and at $u=0$ they are equivalent, so $F$ is the force on each of them.

Deep in the undisplaced slab the surroundings are those of the bulk, and $D=E+4\pi\chi E=\varepsilon E$. The force is $F=Z^*E=Z^*D/\varepsilon$. Therefore

$$\boxed{\left.\frac{\partial p}{\partial u}\right|_{D=0}=\frac{Z^*}{\varepsilon}=Z^L}$$

for a single sheet. It agrees with the first calculation: in linear response the dipoles of separately moved sheets add, and each interior sheet contributes $Z^Lu$.

**Q:** Then where is the screening, if the field is zero a few planes away?

**A:** Near the sheet. The moved cations produce a field in their immediate neighbourhood, the electrons there polarize against it, and the total dipole is what remains. The remnant is visible from afar as a potential step. Integrating $E=-4\pi P$ across the slab gives

$$\Delta\phi=-\int E\,dz=4\pi\int P\,dz=\frac{4\pi p}{S}=\frac{4\pi Z^Lu}{S}.$$

The potential is flat on both sides of the disturbed region, at two different heights.

**Q:** I would like to see this in a system where the Born charge is found without any slab.

**A:** Take a model crystal whose planes each hold one cation M and one anion X per surface cell. Two chains run along $z$, with M and X alternating in opposite order, so that a plane has M on one chain and X on the other. Electrons hop along the chains only. The site levels are $+\Delta$ on M and $-\Delta$ on X, and a bond of length $b$ has the hopping element $-t\,e^{-(b-d)/\lambda}$. Each core has charge $+1$, and there are two electrons per MX pair. Electrons interact through the Hartree field of the planes, each site carrying a Gaussian sheet of charge.

In the bulk the M and X sheets of one plane have opposite charges at the same height, so they cancel and leave no Hartree potential. A uniform field, or a shift of all M, is odd under inversion about a site. The first-order changes of site charge, and of the periodic potential at the planes, must then be odd as well, and they vanish. The bulk response at a given macroscopic field can thus be found to first order from the hopping Hamiltonian alone.

**Q:** Start with the charge sitting on M.

**A:** One chain has a cell of length $2d$, with X at $0$ and M at $d$. Write $\theta=kd$ and let the basis functions carry the phases of their positions. In the order (X, M),

$$H=\begin{pmatrix}-\Delta&-2t\cos\theta\\-2t\cos\theta&\Delta\end{pmatrix},\qquad B=\sqrt{\Delta^2+4t^2\cos^2\theta},$$

with bands at $\pm B$. Define $\eta$ by $\cos\eta=\Delta/B$ and $\sin\eta=2t\cos\theta/B$. The filled and empty states are

$$v=\begin{pmatrix}\cos\frac{\eta}{2}\\ \sin\frac{\eta}{2}\end{pmatrix},\qquad
c=\begin{pmatrix}-\sin\frac{\eta}{2}\\ \cos\frac{\eta}{2}\end{pmatrix}.$$

The weight of $v$ on M is $\sin^2(\eta/2)=(1-\Delta/B)/2$. With two spins, and $\langle\cdot\rangle$ for the average over $\theta$, M holds $1-\langle\Delta/B\rangle$ electrons. Its static charge is $\langle\Delta/B\rangle$.

**Q:** And the Born charge is more than that, because the bonds change.

**A:** Yes. For the displacement of electrons in a filled band I use the Wannier centre, the average over $k$ of $A=i\langle v|\partial_kv\rangle$. Let a perturbation $H_1$ mix in the empty state, $\delta v=a\,c$, with

$$a=\frac{\langle c|H_1|v\rangle}{-B-B}=-\frac{\langle c|H_1|v\rangle}{2B}.$$

Then $\delta A=i\langle\delta v|\partial_kv\rangle+i\langle v|\partial_k\delta v\rangle$. Up to a total derivative, which integrates to zero over the zone, the second term is $-i\langle\partial_kv|\delta v\rangle$, the complex conjugate of the first. Differentiating $v$ gives $\partial_kv=\tfrac12\eta'c$ with $\eta'=d\eta/dk$, so

$$\delta A=2\,\mathrm{Re}\,\bigl[i\,a^*\tfrac12\eta'\bigr]=\mathrm{Re}\,[\,i\,a^*\eta'\,].$$

From $\tan\eta=2t\cos\theta/\Delta$ and $\cos^2\eta=\Delta^2/B^2$,

$$\eta'=\cos^2\eta\;\frac{-2td\sin\theta}{\Delta}=-\frac{2td\Delta\sin\theta}{B^2}.$$

Now move all M by $+u$. The right bond of each M shortens and the left one lengthens, so to first order the hopping strengths are $t\pm\delta$ with $\delta=tu/\lambda$. The upper right element of $H$ becomes

$$-(t-\delta)e^{ik(d+u)}-(t+\delta)e^{-ik(d-u)}
=e^{iku}\left(-2t\cos\theta+2i\delta\sin\theta\right).$$

The factor $e^{iku}$ multiplies the M component of $v$ by $e^{-iku}$, which adds $u$ times the weight on M to $A$. This part of the electron cloud rides along with M. Together with the core it gives the dipole $u\langle\Delta/B\rangle$, the static charge times $u$.

The term in $\delta$ is the perturbation

$$H_1=\begin{pmatrix}0&2i\delta\sin\theta\\-2i\delta\sin\theta&0\end{pmatrix},\qquad
\langle c|H_1|v\rangle=-2i\delta\sin\theta\left(\sin^2\tfrac{\eta}{2}+\cos^2\tfrac{\eta}{2}\right)=-2i\delta\sin\theta .$$

So $a=i\delta\sin\theta/B$ and $a^*=-i\delta\sin\theta/B$, and

$$\delta A=\frac{\eta'\delta\sin\theta}{B}=-\frac{2td\Delta\,\delta\sin^2\theta}{B^3}.$$

The electrons move to the left while M moves to the right. Two spins and the charge $-1$ turn this into a positive dipole. With $\delta=tu/\lambda$,

$$Z^*=\left\langle\frac{\Delta}{B}\right\rangle+\frac{4t^2d\Delta}{\lambda}\left\langle\frac{\sin^2\theta}{B^3}\right\rangle .$$

**Q:** The dielectric constant must come from the same machinery.

**A:** With a different perturbation. A field $E$ gives an electron the energy $+Ez$. The interband element of position is $i\langle c|\partial_kv\rangle=\tfrac{i}{2}\eta'$, so $\langle c|H_1|v\rangle=\tfrac{i}{2}E\eta'$. Then $a=-iE\eta'/(4B)$, $a^*=+iE\eta'/(4B)$, and $\delta A=-E\eta'^2/(4B)$. Two spins and the charge $-1$ give the dipole $E\eta'^2/(2B)$ per MX pair. Inserting $\eta'$, averaging, and dividing by the volume $Sd$ gives $\chi$, hence

$$\varepsilon=1+\frac{4\pi}{Sd}\,2t^2d^2\Delta^2\left\langle\frac{\sin^2\theta}{B^5}\right\rangle .$$

**Q:** Numbers, please.

**A:** I take round parameters that stand for no particular material: $\Delta=3$ eV, $t=1.5$ eV, $d=2$ Å, $\lambda=1$ Å, $S=8$ Å$^2$, and Gaussian sheets with a standard deviation of 0.5 Å. With charges in units of $e$, lengths in Å and potentials in volts, each $4\pi$ from electrostatics becomes $4\pi\times14.40$ V Å$/e$.

The static charge is $0.8346\,e$ and the bond term $0.7628\,e$, so

$$Z^*=0.8346+0.7628=1.5974\;e .$$

A direct Berry-phase calculation with displaced ions gives the same four decimals. The dielectric constant is $3.4865$, and the prediction for your slab is

$$Z^L=\frac{1.5974}{3.4865}=0.4582\;e .$$

A slab of 40 planes, solved self-consistently with the Hartree field of all sheets, gives $0.4582\,e$ for a cation sheet in the middle, and the same for one twelve planes from a surface. You would have reported a Born charge too small by a factor of about 3.5. The result is not the static charge either.

The force route can be followed in the same slab. In an outer field the inner field is $0.2868$ of the outer one, which is $1/\varepsilon$, and the force on a middle cation divided by the outer field is $0.4582\,e$.

**Q:** And the potential step?

**A:** For $u=0.01$ Å,

$$\Delta\phi=\frac{4\pi\times14.40\times0.4582\times0.01}{8}\ \mathrm{V}=0.104\ \mathrm{V},$$

as found in the slab. The Born charge would have predicted 0.361 V. Eight or more planes from the moved sheet, the induced charge of a plane is below $10^{-6}$ of the largest one, so your picture of an undisturbed distant region was right.

**Q:** Could I at least use the slab result to rank materials? A larger Born charge should still give a larger dipole.

**A:** Not safely, because $\varepsilon$ changes too. Here is the model with three level splittings; charges are in $e$.

| $\Delta$ (eV) | $Z^*$ | $\varepsilon$ | $Z^*/\varepsilon$ | slab |
|---|---|---|---|---|
| 4 | 1.365 | 2.212 | 0.617 | 0.617 |
| 3 | 1.597 | 3.487 | 0.458 | 0.458 |
| 2 | 2.132 | 7.377 | 0.289 | 0.289 |

Over this range the Born charge rises as $\Delta$ falls, while the slab's dipole per displacement drops by about half. The two charges coincide when $\varepsilon=1$, that is, when the electrons do not respond to a macroscopic field.

**Q:** Can the slab still give me the Born charge?

**A:** Yes, if you also measure its polarizability $\alpha=\partial p/\partial D$ at fixed nuclei. In an outer field the interior polarization is

$$P=\frac{D-E}{4\pi}=\frac{D}{4\pi}\left(1-\frac1\varepsilon\right).$$

Adding one plane adds the volume $Sd$ and leaves the surfaces as they were, so $\alpha$ grows per plane by

$$\Delta\alpha=\frac{Sd}{4\pi}\left(1-\frac1\varepsilon\right).$$

In the example $\alpha$ is $1.8437$ for 30 planes and $2.4743$ for 40 planes, in $e$ Å$^2$/V. The growth is $0.06306$ per plane, and

$$1-\frac1\varepsilon=\frac{4\pi\times14.40\times0.06306}{8\times2}=0.713,\qquad \varepsilon=3.49 .$$

With unrounded values the slabs give $\varepsilon=3.4865$, and $\varepsilon Z^L=1.5974\,e$ recovers the Born charge. Taking the difference of two thicknesses matters, because $\alpha$ of a single slab contains a surface part.

**Q:** My code uses periodic boundary conditions, with the slab repeated along $z$ and vacuum in between. The mean field in the cell is zero. Doesn't that restore the condition $E=0$?

**A:** It fixes the mean over slab and vacuum together, which is neither of the two conditions. Let the cell have length $L$. Since $E=D-4\pi P$ everywhere and $D$ is uniform along $z$, a zero mean requires

$$0=\int_0^L E\,dz=LD-\frac{4\pi p}{S}\quad\Rightarrow\quad D=\frac{4\pi p}{SL}.$$

The repeated dipoles thus create a field in the vacuum, and the slab responds to it:

$$p=Z^Lu+\alpha D=Z^Lu+\frac{4\pi\alpha}{SL}\,p
\quad\Rightarrow\quad
\frac pu=\frac{Z^L}{1-4\pi\alpha/(SL)} .$$

For $L\to\infty$ this is the Callen charge. In the opposite limit let the slab fill the cell, $L=Nd$ for $N$ planes, and neglect surface corrections, so that $\alpha=N\Delta\alpha$. Then $4\pi\alpha/(SL)=1-1/\varepsilon$, the denominator is $1/\varepsilon$, and $p/u=Z^*$. Between these limits the answer depends on how much vacuum you chose.

For the 40-plane slab in a cell of 160 Å,

$$\frac{4\pi\alpha}{SL}=\frac{4\pi\times14.40\times2.4743}{8\times160}=0.350,\qquad
\frac pu=\frac{0.4582}{1-0.350}=0.705\;e .$$

Solving the periodic slab directly, with its electrostatics summed as a Fourier series, gives:

| $L$ (Å) | $p/u$ ($e$) |
|---|---|
| 80 | 1.525 |
| 100 | 1.040 |
| 160 | 0.705 |
| 320 | 0.555 |
| 1280 | 0.479 |

Even at 1280 Å the result is 4.6% above the Callen charge, because the correction falls only as $1/L$. At 80 Å, which is $Nd$, it is 4.5% below the Born charge. The surface part of $\alpha$ accounts for this: $40\times0.06306=2.522$, while the actual slab has $2.474$. A dipole correction that removes the vacuum field sets $D=0$ and returns the Callen charge at once.

**Q:** So a calculation with too little vacuum may land near the number I wanted, and improving the vacuum takes me away from it.

**A:** Yes. The converged limit is correct for open circuit. For the Born charge itself, use a bulk cell at zero macroscopic field, or multiply the open-circuit result by $\varepsilon$.

**Q:** Where does the rule $Z^L=Z^*/\varepsilon$ stop working?

**A:** First, at the surface. The argument needed a cation with bulk surroundings, in the macroscopic field $D/\varepsilon$. Moving the outermost cation sheet of the model slab gives $0.655\,e$, which is 43% above the Callen charge. The equality of $\partial p/\partial u$ and $\partial F/\partial D$ still holds there, but the force is no longer $Z^*D/\varepsilon$.

Second, when the other nuclei are allowed to relax. They add a dipole of their own, and the derivation above, with its electronic $\varepsilon$, does not cover that case.

Third, when the gap closes. One moved sheet produces one potential step, whatever the thickness of the slab. If all cations move, the steps add. At $u=0.01$ Å the model has 0.104 V per plane, about 4 V across 40 planes, against a bulk gap of $2\Delta=6$ eV. By this estimate the total reaches the gap near $6/0.104\approx58$ planes. The estimate is rough: in the model slab the gap between filled and empty levels shrinks by 0.104 eV per added plane but is still 0.19 eV at 60 planes, so it closes near 62. Once it has closed, charge passes between the surfaces, and linear response of an insulator no longer applies. A thicker slab needs a smaller $u$ in that experiment. The model slab has no states inside the bulk gap: at rest its gap is 6.00 eV for 40 planes. A real slab may have partly filled surface states. With one Fermi level for the whole slab, even the step from a single moved sheet then shifts charge from one surface to the other, and the rule fails. It needs a slab that is insulating at its surfaces too.

**Q:** Then my dipole was right, and my label for it was wrong.

**A:** Yes. You measured a derivative at $D=0$ and named it after the derivative at $E=0$. The factor between them is $\varepsilon$. The numerical check below compares the slab results with the bulk formulas.

## Computed results

```
half level splitting                 3.0 eV
hopping                              1.5 eV
hopping decay length                 1.0 angstrom
plane spacing                        2.0 angstrom
surface cell area                    8.0 angstrom^2
Gaussian sheet width                 0.5 angstrom
number of planes                     40
e^2                                  14.3996 eV angstrom
static charge of M, bulk formula     0.8346 e
static charge of M, slab centre      0.8346 e
bond part of Born charge             0.7628 e
Born charge, formula                 1.5974 e
Born charge, Berry phase             1.5974 e
dielectric constant, bulk formula    3.4865
Callen charge = Born/eps             0.4582 e
slab dipole/shift, plane 20          0.4582 e
slab dipole/shift, plane 12          0.4582 e
slab dipole/shift, surface plane 0   0.6551 e
force/outer field, plane 20          0.4582 e
inner field/outer field              0.2868
1/eps                                0.2868
polarizability, 30 planes            1.8437 e angstrom^2/V
polarizability, 40 planes            2.4743 e angstrom^2/V
dielectric constant from slabs       3.4865
Born charge recovered from slabs     1.5974 e
all M moved: dipole/shift per plane  0.4582 e
example shift                        0.01 angstrom
potential step, slab                 0.1036 V
potential step, Callen charge        0.1036 V
potential step, Born charge (wrong)  0.3613 V
induced charge 8+ planes off / max   6.2e-07
supercell length (angstrom), apparent charge direct, formula (e)
      80  1.5250  1.5250
     100  1.0405  1.0405
     160  0.7046  0.7046
     320  0.5553  0.5553
    1280  0.4791  0.4791
half splitting (eV), Born (e), eps, Born/eps (e), slab (e)
  4.0  1.3653  2.2121  0.6172  0.6172
  3.0  1.5974  3.4865  0.4582  0.4582
  2.0  2.1316  7.3768  0.2890  0.2890
```
